# Singlet-Triplet Gap of CF2 and Its Basis-Set Convergence: verification in Python

```python
"""CF2: the lowest singlet (1A1) lies below the lowest triplet (3B1).
Gap = E(triplet at its minimum) - E(singlet at its minimum), electronic only.
Frozen-core CCSD(T); S = singlet, T = triplet; X = 2, 3, 4 is the cardinal
number of cc-pVDZ, cc-pVTZ, cc-pVQZ. Energies are in hartree internally.
Double zeta (DZ) is treated in full. Triple zeta (TZ) uses CCSD(T) in a
compact natural-orbital space plus the HF and MP2 energy missing from it.
The correlation energy is extrapolated with E_X = E_limit + A / X**3.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, mp, cc, df, fci, ao2mo, lib

lib.num_threads(1)
HARTREE_J = const.physical_constants["Hartree energy"][0]
KJ = HARTREE_J * const.N_A / 1000.0
EV = HARTREE_J / const.e
BASES = {2: "cc-pvdz", 3: "cc-pvtz", 4: "cc-pvqz"}
AUXILIARY = "cc-pvqz-jkfit"
NCORE = 3
SPINS = {"S": 0, "T": 2}
DZ_COMPACT, TZ_COMPACT = 32, 42  # TZ space as large as the full DZ basis
WINDOW_FROZEN, WINDOW_TOTAL = 8, 17


def molecule(basis, spin, geometry):
    r, angle = geometry
    half = np.radians(angle / 2)
    y, z = r * np.sin(half), r * np.cos(half)
    atoms = [["C", (0, 0, 0)], ["F", (0, y, z)], ["F", (0, -y, z)]]
    return gto.M(atom=atoms, basis=basis, spin=spin, verbose=0)


def mean_field(mol):
    mf = scf.RHF(mol) if mol.spin == 0 else scf.UHF(mol)
    mf.conv_tol = 1e-9
    return mf


def optimise(spin, start):
    """Newton search in bond length (angstrom) and angle (degree), exact MP2."""
    memory = {"dm": None}

    def energy(x):
        mf = mean_field(molecule(BASES[2], spin, x))
        mf.kernel(dm0=memory["dm"])
        assert mf.converged
        memory["dm"] = np.array(mf.make_rdm1())
        return mf.e_tot + mp.MP2(mf, frozen=NCORE).kernel(with_t2=False)[0]

    x, h = np.array(start, float), np.array([0.01, 2.0])
    shifts = np.diag(h)
    for cycle in range(4):
        plus = np.array([energy(x + s) for s in shifts])
        minus = np.array([energy(x - s) for s in shifts])
        if cycle == 0:
            centre, corner = energy(x), energy(x + h)
            hessian = np.diag((plus + minus - 2 * centre) / h**2)
            mixed = (corner - plus.sum() + centre) / (h[0] * h[1])
            hessian[0, 1] = hessian[1, 0] = mixed
        step = -np.linalg.solve(hessian, (plus - minus) / (2 * h))
        x = x + step
        small = abs(step[0]) < 0.006 and abs(step[1]) < 1.0
        if small:
            break
    assert small and np.all(np.linalg.eigvalsh(hessian) > 0)
    return SimpleNamespace(x=x, hessian=hessian, e=energy(x), energy=energy)


def spin_orbitals(mf):
    if mf.mol.spin == 0:
        return [mf.mo_coeff] * 2, [mf.mo_energy] * 2
    return list(mf.mo_coeff), list(mf.mo_energy)


def mp2(fit, orbitals, energies, nocc):
    """Opposite-spin and same-spin MP2 energies, virtual density matrices."""
    factors, gaps = [], []
    for c, e, n in zip(orbitals, energies, nocc):
        half = fit @ c[:, NCORE:n]
        factors.append(np.einsum("Pmi,ma->Pia", half, c[:, n:], optimize=True))
        gaps.append(e[None, n:] - e[NCORE:n, None])

    def integrals(s, t):
        left, right = factors[s], factors[t]
        k = left.reshape(len(left), -1).T @ right.reshape(len(right), -1)
        return k.reshape(left.shape[1:] + right.shape[1:])

    k = integrals(0, 1)
    t = -k / (gaps[0][:, :, None, None] + gaps[1][None, None])
    opposite = np.sum(k * t)
    density = [np.tensordot(t, t, axes=([0, 2, 3], [0, 2, 3])),
               np.tensordot(t, t, axes=([0, 1, 2], [0, 1, 2]))]
    same = 0.0
    for s in (0, 1):
        k = integrals(s, s)
        t = -(k - k.transpose(0, 3, 2, 1))
        t /= gaps[s][:, :, None, None] + gaps[s][None, None]
        same += 0.5 * np.sum(k * t)
        density[s] += 0.5 * np.tensordot(t, t, axes=([0, 2, 3], [0, 2, 3]))
    return opposite, same, density


def orbital_parities(mol, c):
    """Signs under reflection of x (molecular plane) and of y."""
    points = np.random.default_rng(4).normal(size=(150, 3)) * 1.5
    value = mol.eval_gto("GTOval_sph", points) @ c
    signs = []
    for axis in (0, 1):
        mirror = points.copy()
        mirror[:, axis] *= -1
        image = mol.eval_gto("GTOval_sph", mirror) @ c
        signs.append(np.sign(np.sum(value * image, axis=0)).astype(int))
    return np.array(signs).T


def irrep_counts(mol, c):
    parities = orbital_parities(mol, c)
    kinds = [(1, 1), (-1, -1), (-1, 1), (1, -1)]  # a1, a2, b1, b2
    return np.array([np.sum(np.all(parities == k, axis=1)) for k in kinds])


def calculate(cardinal, state, geometry):
    """Density-fitted HF and MP2 in the full basis."""
    mol = molecule(BASES[cardinal], SPINS[state], geometry)
    fitting = df.DF(mol, auxbasis=AUXILIARY).build()
    packed = np.vstack([block.copy() for block in fitting.loop()])
    mf = mean_field(mol).density_fit(auxbasis=AUXILIARY, with_df=fitting)
    mf.kernel()
    assert mf.converged
    c, e = spin_orbitals(mf)
    fit = lib.unpack_tril(packed)
    opposite, same, density = mp2(fit, c, e, mol.nelec)
    counts = [irrep_counts(mol, c[s][:, :mol.nelec[s]]) for s in (0, 1)]
    return SimpleNamespace(mol=mol, mf=mf, fit=fit, c=c, e=e, hf=mf.e_tot,
                           opposite=opposite, same=same, mp2=opposite + same,
                           density=density, counts=counts)


def compact(d, norb):
    """Repeat HF and MP2 in the norb most occupied natural orbitals."""
    overlap = d.mol.intor("int1e_ovlp")
    to_alpha = [np.eye(d.mol.nao), d.c[0].T @ overlap @ d.c[1]]
    occupied, total = [], 0.0
    for s in (0, 1):
        n, u = d.mol.nelec[s], to_alpha[s]
        occupied.append(u[:, :n] @ u[:, :n].T)
        total = total + occupied[s] + u[:, n:] @ d.density[s] @ u[:, n:].T
    v = np.linalg.eigh(total)[1][:, ::-1][:, :norb]
    w = d.c[0] @ v
    h = w.T @ d.mf.get_hcore() @ w
    fit = w.T @ d.fit @ w
    flat = fit.reshape(len(fit), -1)
    eri = (flat.T @ flat).reshape([norb] * 4)
    mf = mean_field(d.mol)
    mf.get_hcore = lambda *args: h
    mf.get_ovlp = lambda *args: np.eye(norb)
    mf._eri = ao2mo.restore(8, eri, norb)
    guess = np.array([v.T @ p @ v for p in occupied])
    mf.kernel(dm0=guess.sum(axis=0) if d.mol.spin == 0 else guess)
    assert mf.converged
    c, e = spin_orbitals(mf)
    opposite, same, _ = mp2(fit, c, e, d.mol.nelec)
    return SimpleNamespace(mol=d.mol, mf=mf, fit=fit, c=c, h=h, hf=mf.e_tot,
                           mp2=opposite + same)


def coupled_cluster(m, frozen=NCORE):
    """CCSD and CCSD(T) correlation energies, and the solver."""
    method = cc.CCSD if m.mol.spin == 0 else cc.UCCSD
    solver = method(m.mf, frozen=frozen)
    solver.conv_tol, solver.conv_tol_normt = 1e-6, 1e-4
    eris = solver.ao2mo(solver.mo_coeff)
    solver.kernel(eris=eris)
    assert solver.converged
    triples = solver.ccsd_t(eris=eris)
    return solver.e_corr, solver.e_corr + triples, solver


def window_fci(m, frozen):
    """Full CI correlation energy for the orbitals above the frozen ones."""
    core = np.array([c[:, :frozen] @ c[:, :frozen].T for c in m.c])
    vj, vk = m.mf.get_jk(m.mol, core)
    potential = [vj[0] + vj[1] - vk[s] for s in (0, 1)]
    e_core = m.mol.energy_nuc()
    e_core += sum(np.sum(core[s] * (m.h + potential[s] / 2)) for s in (0, 1))
    active = [c[:, frozen:] for c in m.c]
    h1 = tuple(active[s].T @ (m.h + potential[s]) @ active[s] for s in (0, 1))
    b = [a.T @ m.fit @ a for a in active]
    eri = tuple(np.einsum("Ppq,Prs->pqrs", b[s], b[t], optimize=True)
                for s, t in ((0, 0), (0, 1), (1, 1)))
    nelec = tuple(n - frozen for n in m.mol.nelec)
    total = fci.direct_uhf.kernel(h1, eri, active[0].shape[1], nelec,
                                  ecore=e_core)[0]
    return total - m.hf


def gap(values):
    return (values["T"] - values["S"]) * KJ


# Geometries, then HF and MP2 in both molecular bases
opt = {"S": optimise(0, (1.31, 104.7)), "T": optimise(2, (1.325, 119.5))}
relaxation = (opt["T"].energy(opt["S"].x) - opt["T"].e) * KJ
assert relaxation > 0
data = {(x, s): calculate(x, s, opt[s].x) for x in (2, 3) for s in SPINS}
for x in (2, 3):
    reference = data[x, "S"].counts[0]
    assert np.array_equal(data[x, "T"].counts[0] - reference, [0, 0, 1, 0])
    assert np.array_equal(data[x, "T"].counts[1] - reference, [-1, 0, 0, 0])

# Density fitting against exact integrals
fit_error = {s: data[2, s].hf + data[2, s].mp2 - opt[s].e for s in SPINS}
assert max(abs(v) for v in fit_error.values()) < 5e-4
assert abs(gap(fit_error)) < 0.5

# All vertical singly excited triplets, and a vertical quintet
d = data[2, "S"]
n = d.mol.nelec[0]
b = d.c[0].T @ d.fit @ d.c[0]
a_matrix = -np.einsum("Pij,Pab->iajb", b[:, :n, :n], b[:, n:, n:],
                      optimize=True)
size = n * (d.mol.nao - n)
a_matrix = a_matrix.reshape(size, size)
a_matrix += np.diag((d.e[0][None, n:] - d.e[0][:n, None]).ravel())
roots, vectors = np.linalg.eigh(a_matrix)
parity = orbital_parities(d.mol, d.c[0])
product = parity[:n, None, :] * parity[None, n:, :]
is_b1 = np.all(product == np.array([-1, 1]), axis=2).ravel()
b1_weight = np.sum(vectors[is_b1, 0] ** 2)
assert b1_weight > 0.99 and roots[0] > 0 and (roots[1] - roots[0]) * EV > 1
quintet = mean_field(molecule(BASES[2], 4, opt["S"].x))
quintet.kernel()
assert quintet.converged and quintet.e_tot > data[2, "T"].hf

# Coupled cluster: full CI window, full DZ, compact DZ, compact TZ
ccsd, ccsdt, compact_dz, window_error = {}, {}, {}, {}
diagnostic, largest_t2, missing = {}, {}, {}
for s in SPINS:
    d = data[2, s]
    window = compact(d, WINDOW_TOTAL)
    e_fci = window_fci(window, WINDOW_FROZEN)
    window_error[s] = coupled_cluster(window, WINDOW_FROZEN)[1] - e_fci
    assert abs(window_error[s]) < 3e-3 and e_fci < -0.01
    full = compact(d, d.mol.nao)
    assert abs(full.hf - d.hf) < 1e-6 and abs(full.mp2 - d.mp2) < 1e-5
    e1, e2, solver = coupled_cluster(full)
    ccsd[2, s], ccsdt[2, s] = full.hf + e1, full.hf + e2
    t1 = [solver.t1] * 2 if s == "S" else solver.t1
    electrons = sum(d.mol.nelec) - 2 * NCORE
    diagnostic[s] = np.sqrt(sum(np.sum(t**2) for t in t1) / (2 * electrons))
    t2 = solver.t2 if s == "S" else solver.t2[1]
    largest_t2[s] = np.max(np.abs(t2))
    for x, norb in ((2, DZ_COMPACT), (3, TZ_COMPACT)):
        d = data[x, s]
        m = compact(d, norb)
        missing[x, s] = d.mp2 - m.mp2
        e1, e2, _ = coupled_cluster(m)
        base = d.hf + d.mp2 - m.mp2
        if x == 2:
            compact_dz[s] = base + e2
        else:
            ccsd[3, s], ccsdt[3, s] = base + e1, base + e2
assert abs(gap(window_error)) < 4
truncation = gap(compact_dz) - gap({s: ccsdt[2, s] for s in SPINS})
assert abs(truncation) < 4

# Extrapolation tested on the constituent atoms, up to quadruple zeta
FACTOR = 8 / 19
atom_factor = {}
for symbol, spin in (("C", 2), ("F", 1)):
    e = {}
    for x, basis in BASES.items():
        atom = scf.UHF(gto.M(atom=symbol, basis=basis, spin=spin, verbose=0))
        atom.kernel()
        assert atom.converged
        e[x] = mp.MP2(atom, frozen=1).kernel(with_t2=False)[0]
    high = (64 * e[4] - 27 * e[3]) / 37
    low = e[3] + FACTOR * (e[3] - e[2])
    assert abs(low - high) < abs(e[3] - high)
    atom_factor[symbol] = (high - e[3]) / (e[3] - e[2])

# Basis limit of CF2 and the ordering of its spin states
limit, limit_atom = {}, {}
for s in SPINS:
    change = (ccsdt[3, s] - data[3, s].hf) - (ccsdt[2, s] - data[2, s].hf)
    limit[s] = ccsdt[3, s] + FACTOR * change
    limit_atom[s] = ccsdt[3, s] + atom_factor["F"] * change
    assert ccsdt[2, s] > ccsdt[3, s] > limit[s]
gap_hf = {x: gap({s: data[x, s].hf for s in SPINS}) for x in (2, 3)}
gap_mp2 = {x: gap({s: data[x, s].hf + data[x, s].mp2 for s in SPINS})
           for x in (2, 3)}
gap_ccsd = {x: gap({s: ccsd[x, s] for s in SPINS}) for x in (2, 3)}
gap_cc = {x: gap({s: ccsdt[x, s] for s in SPINS}) for x in (2, 3)}
final_gap = gap(limit)
indicators = [truncation, gap(window_error), final_gap - gap_cc[3],
              final_gap - gap(limit_atom), gap_hf[3] - gap_hf[2]]
indicator_sum = sum(abs(v) for v in indicators)
assert min(gap_cc.values()) > 0 and final_gap > 2 * indicator_sum

for s in SPINS:
    r, angle = opt[s].x
    cost = 0.5 * opt[s].hessian[0, 0] * 0.01**2 * KJ
    print(f"{s} C-F length {r:.4f} angstrom; F-C-F angle {angle:.2f} degree")
    print(f"{s} energy cost of 0.01 angstrom bond error: {cost:.3f} kJ/mol")
print(f"T relaxation from S geometry, MP2/DZ: {relaxation:.2f} kJ/mol")
print("Occupied S orbitals per spin, a1 a2 b1 b2:", *data[2, "S"].counts[0])
print(f"Vertical CIS triplets 1 and 2: {roots[0]*EV:.3f}, {roots[1]*EV:.3f} eV")
print(f"B1 weight of lowest CIS triplet: {b1_weight:.6f}")
print(f"Vertical UHF quintet above relaxed UHF triplet, DZ: "
      f"{(quintet.e_tot - data[2, 'T'].hf)*EV:.3f} eV")
print(f"Density-fitting error of MP2/DZ gap: {gap(fit_error):.4f} kJ/mol")
for s in SPINS:
    print(f"{s} window CCSD(T) minus full CI: {window_error[s]*1000:.4f} mEh")
    print(f"{s} T1 diagnostic {diagnostic[s]:.4f}; "
          f"largest opposite-spin T2 {largest_t2[s]:.4f}")
for x in (2, 3):
    spin_square = data[x, "T"].mf.spin_square()[0]
    print(f"X={x}: basis functions {data[x, 'S'].mol.nao}; "
          f"triplet UHF <S^2> {spin_square:.4f}")
    print(f"X={x} gaps HF, MP2, CCSD, CCSD(T): {gap_hf[x]:.2f}, "
          f"{gap_mp2[x]:.2f}, {gap_ccsd[x]:.2f}, {gap_cc[x]:.2f} kJ/mol")
for s in SPINS:
    for x in (2, 3):
        print(f"{s} X={x} HF {data[x, s].hf:.6f}, MP2 correlation "
              f"{data[x, s].mp2:.6f}, CCSD(T) total {ccsdt[x, s]:.6f} Eh")
    distances = [(ccsdt[x, s] - limit[s]) * KJ for x in (2, 3)]
    print(f"{s} distance from limit, X=2,3: "
          f"{distances[0]:.2f}, {distances[1]:.2f} kJ/mol")
    print(f"{s} estimated CCSD(T) limit: {limit[s]:.6f} Eh")
    os_change = (data[3, s].opposite - data[2, s].opposite) * KJ
    ss_change = (data[3, s].same - data[2, s].same) * KJ
    print(f"{s} MP2 change X=2 to 3, opposite/same spin: "
          f"{os_change:.2f}, {ss_change:.2f} kJ/mol")
    print(f"{s} MP2 energy missing from compact DZ, TZ: "
          f"{missing[2, s]*1000:.2f}, {missing[3, s]*1000:.2f} mEh")
print(f"Compact orbitals per spin, DZ and TZ: {DZ_COMPACT}, {TZ_COMPACT}")
print(f"Compact-space error of DZ CCSD(T) gap: {truncation:.3f} kJ/mol")
print(f"Extrapolation factor, inverse-cube law: {FACTOR:.4f}")
print(f"Extrapolation factor from C and F atoms: "
      f"{atom_factor['C']:.4f}, {atom_factor['F']:.4f}")
print(f"Limit gap with F-atom factor: {gap(limit_atom):.2f} kJ/mol")
print(f"Sum of uncertainty indicators: {indicator_sum:.2f} kJ/mol")
print(f"Final estimated CCSD(T) gap: {final_gap:.2f} kJ/mol "
      f"= {final_gap/KJ*EV:.3f} eV")
print("finished without a failed check")
```

Printed output:

```
S C-F length 1.3102 angstrom; F-C-F angle 104.73 degree
S energy cost of 0.01 angstrom bond error: 0.480 kJ/mol
T C-F length 1.3250 angstrom; F-C-F angle 119.77 degree
T energy cost of 0.01 angstrom bond error: 0.473 kJ/mol
T relaxation from S geometry, MP2/DZ: 32.48 kJ/mol
Occupied S orbitals per spin, a1 a2 b1 b2: 6 1 1 4
Vertical CIS triplets 1 and 2: 1.908, 9.469 eV
B1 weight of lowest CIS triplet: 1.000000
Vertical UHF quintet above relaxed UHF triplet, DZ: 13.826 eV
Density-fitting error of MP2/DZ gap: -0.0582 kJ/mol
S window CCSD(T) minus full CI: 0.1962 mEh
S T1 diagnostic 0.0182; largest opposite-spin T2 0.0969
T window CCSD(T) minus full CI: 0.0582 mEh
T T1 diagnostic 0.0180; largest opposite-spin T2 0.0256
X=2: basis functions 42; triplet UHF <S^2> 2.0072
X=2 gaps HF, MP2, CCSD, CCSD(T): 134.48, 217.42, 221.50, 229.50 kJ/mol
X=3: basis functions 90; triplet UHF <S^2> 2.0077
X=3 gaps HF, MP2, CCSD, CCSD(T): 134.95, 226.13, 232.55, 240.42 kJ/mol
S X=2 HF -236.672017, MP2 correlation -0.485069, CCSD(T) total -237.183464 Eh
S X=3 HF -236.753332, MP2 correlation -0.635075, CCSD(T) total -237.409693 Eh
S distance from limit, X=2,3: 754.16, 160.20 kJ/mol
S estimated CCSD(T) limit: -237.470709 Eh
S MP2 change X=2 to 3, opposite/same spin: -304.03, -89.82 kJ/mol
S MP2 energy missing from compact DZ, TZ: -53.83, -100.06 mEh
T X=2 HF -236.620797, MP2 correlation -0.453478, CCSD(T) total -237.096052 Eh
T X=3 HF -236.701931, MP2 correlation -0.600348, CCSD(T) total -237.318121 Eh
T distance from limit, X=2,3: 738.84, 155.80 kJ/mol
T estimated CCSD(T) limit: -237.377462 Eh
T MP2 change X=2 to 3, opposite/same spin: -291.98, -93.62 kJ/mol
T MP2 energy missing from compact DZ, TZ: -64.32, -99.34 mEh
Compact orbitals per spin, DZ and TZ: 32, 42
Compact-space error of DZ CCSD(T) gap: 0.973 kJ/mol
Extrapolation factor, inverse-cube law: 0.4211
Extrapolation factor from C and F atoms: 0.5863, 0.6308
Limit gap with F-atom factor: 247.01 kJ/mol
Sum of uncertainty indicators: 8.40 kJ/mol
Final estimated CCSD(T) gap: 244.82 kJ/mol = 2.537 eV
finished without a failed check
```
